Current induced on electrodes by a moving charge, from Green's reciprocity

Suppose the current in an interconnect line is obtained by counting the electrons that land on it. An electron that takes four microseconds to drift through the dielectric between two lines would then give no current for four microseconds, followed by a spike. A neighbouring line on which it never lands would carry no current at all. Both conclusions are wrong. The electron's field holds charge on every nearby conductor, and as the electron moves, that charge must be rearranged through the leads. One could find the current by solving Poisson's equation afresh for each position of the electron, but reciprocity replaces all those solutions by one charge-free solution per electrode.

Let the conductors be numbered by j and held at fixed potentials V_j. They enclose a dielectric whose scalar permittivity ε(r) may vary from place to place and jump at interfaces, but does not depend on time, field strength or frequency, and which does not conduct. The carriers are counted separately, as a free charge density ρ. They move slowly enough for electrostatics to hold at each instant. SI units are used, since the example concerns volts, nanometres and femtoamperes. The potential φ obeys

∇·(ε∇φ) = −ρ, with φ = V_j on electrode j.

Let n be the unit normal pointing from the metal into the dielectric. Since the field inside the metal is zero, Gauss's law gives the charge on electrode j as

Q_j = −∮_j ε (∂φ/∂n) dS.

Now choose the electrode k whose current is wanted. Remove all free charge, set electrode k to one volt and the others to zero, and divide the resulting potential by one volt. This defines the dimensionless weighting potential ψ_k:

∇·(ε∇ψ_k) = 0, with ψ_k = 1 on electrode k and ψ_k = 0 on the others.

The electrode charges in this second problem, per volt, are

C_jk = −∮_j ε (∂ψ_k/∂n) dS.

The two problems share their geometry and permittivity. To connect them, form the vector

F = ε(ψ_k∇φ − φ∇ψ_k).

The product rule gives its divergence:

∇·F = ψ_k∇·(ε∇φ) + ε∇ψ_k·∇φ − φ∇·(ε∇ψ_k) − ε∇φ·∇ψ_k.

The second and fourth terms cancel, the third is zero, and the first equals −ρψ_k. Hence

∇·F = −ρψ_k.

Integrate this over the dielectric. The outward normal of the dielectric at an electrode points into the metal, so it is −n, and the divergence theorem reads

−∫ρψ_k dV = −Σ_j ∮_j ε(ψ_k ∂φ/∂n − φ ∂ψ_k/∂n) dS.

Where ε jumps, the theorem is applied on each side separately. The two contributions from the interface cancel, because φ, ψ_k and the normal components of ε∇φ and ε∇ψ_k are continuous there; any free sheet charge is counted in ρ.

On each electrode both potentials are constant and can be taken outside the integrals. The first surface term survives on electrode k alone, where ψ_k = 1, and its integral is −Q_k. In the second, the integral of ε ∂ψ_k/∂n over electrode j is −C_jk. Therefore

−∫ρψ_k dV = −[−Q_k + Σ_j V_j C_jk] = Q_k − Σ_j C_jk V_j,

or

Q_k = Σ_j C_jk V_j − ∫ρψ_k dV.

This is Green's reciprocity in the form needed here. If ρ = 0 and electrode i alone is at one volt, the left side is C_ki times one volt and the right side is C_ik times one volt. Thus C_ki = C_ik, and the order of the indices no longer matters.

For a point charge q at r, φ is singular, so the charge is first spread evenly over a small ball lying in uniform dielectric. There ψ_k obeys Laplace's equation, and its average over the ball equals its value at the centre. The integral is therefore qψ_k(r) for any such radius, and the radius can go to zero. A charge on a dielectric interface is reached as a limit, since ψ_k is continuous. With a further charge density ρ₀ that is frozen in place,

Q_k = Σ_j C_kj V_j − ∫ρ₀ψ_k dV − qψ_k(r).

While the charge is in flight, nothing but the external lead can change the charge on electrode k. Let I_k be the current from the circuit into the electrode, so that I_k = dQ_k/dt. The first two terms of Q_k are constant. In the third, ψ_k has no time dependence of its own; its value changes because the charge moves to another place. With v = dr/dt, the chain rule gives

I_k = −q dψ_k(r(t))/dt = −q v·∇ψ_k.

Define the weighting field E_k = −∇ψ_k, whose unit is an inverse length. Then

I_k = q v·E_k(r).

If current is counted as positive when it leaves the electrode for the circuit, the right side changes sign. The sign can be read from a positive charge moving towards larger ψ_k, as it does just before it lands on electrode k. Then v·E_k is negative and I_k is negative: positive charge is driven out of the electrode into its lead. An electron on the same path draws positive charge in. Coming nearer to electrode k is not enough by itself, because ψ_k can fall on the way if the charge is heading for a grounded neighbour.

The weighting field is not the field that pushes the carrier. That field contains the applied bias, the frozen charge and the carrier's own image charges. These enter the current through v, while E_k depends on the geometry and the permittivity. If the electrode potentials vary in time, differentiation of the first term in Q_k adds the displacement current Σ_j C_kj dV_j/dt.

Integrating the current over a flight from r₁ to r₂ gives the charge that has passed through the lead:

∫I_k dt = −q[ψ_k(r₂) − ψ_k(r₁)].

The route and the speed have dropped out. A charge that starts on another electrode and reaches k gives −q, which its own charge q then neutralises on landing. A charge that passes between two other electrodes gives zero in total, although current may flow in lead k on the way. Moreover, Σ_kψ_k solves the charge-free problem with the value 1 on the whole boundary, whose unique solution is the constant 1. The gradients therefore sum to zero and Σ_k I_k = 0: what enters some electrodes leaves others.

The simplest case is a pair of wide parallel plates at y = 0 and y = d with a uniform dielectric between them. For the lower plate ψ = 1 − y/d, so the weighting field is 1/d along +y and

I = q v_y/d.

The current flows from the moment the charge starts to move, and motion parallel to the plates gives none.

A less simple case has a long strip |x| < a cut out of the lower plate and read separately, with gaps of negligible width; the rest of the lower plate and the upper plate are grounded. Its weighting potential can be built from the function

f(u,y) = 1/2 − (1/π) arg sinh[π(u + iy)/(2d)], 0 < y < d.

The argument is the imaginary part of the logarithm of an analytic function that has no zero between the plates, so f obeys Laplace's equation. At y = 0 the hyperbolic sine is real, with argument 0 for u > 0 and π for u < 0; hence f is 1/2 and −1/2 respectively. At y = d it equals i cosh[πu/(2d)], whose argument is π/2, so f = 0. It follows that

ψ_s(x,y) = f(x + a,y) − f(x − a,y)

is 1 on the strip and 0 on the rest of both plates, as required. To find the weighting field, differentiate the logarithm, which gives (π/2d) coth[π(u + iy)/(2d)], and use

coth(α + iβ) = (sinh 2α − i sin 2β)/(cosh 2α − cos 2β).

The derivative of f with respect to u is −1/π times the imaginary part of this expression. The derivative with respect to y carries an extra factor i, which selects the real part instead:

∂f/∂u = (1/2d) sin(πy/d)/[cosh(πu/d) − cos(πy/d)],

∂f/∂y = −(1/2d) sinh(πu/d)/[cosh(πu/d) − cos(πy/d)].

For a very wide strip the difference of the y-derivatives tends to −1/d and that of the x-derivatives to zero, which is the plate result.

The moving charge is a point, yet ψ_s does not depend on z. There is no conflict, because ψ_s is found with the charge removed, and the remaining problem is uniform along z. The same charge can be found without reciprocity. For a point charge at (x₀,y₀,0) between grounded plates, repeated reflection gives charges q at heights Y_n = y₀ + 2nd and −q at −Y_n, for all integers n. Each such pair produces the normal field −qY_n/(2πεR_n³) at the lower plate, where R_n² = (x − x₀)² + z² + Y_n². Multiplication by ε gives the surface charge density

σ(x,z) = −(q/2π) Σ_n Y_n/R_n³.

Take a = 0.5d, x₀ = 0.2d and y₀ = 0.35d. Numerical integration of σ over the part |z| < 12d of the strip, beyond which the induced charge is negligible, with n from −600 to 600, gives −0.4899q, and −qψ_s gives the same figure. Let the velocity be (0.7, −0.4)w in the x and y directions, where w is any unit of speed. The rate of change of the integrated charge is −0.2006qw/d, and q v·E_s again gives that figure.

In an interconnect the electrodes have corners and the dielectric is layered, so the weighting potentials must be computed. Consider a cross-section through two long copper lines, each 20 nm wide and 40 nm high, with a 20 nm gap. Line A occupies −30 < x < −10 nm and line B occupies 10 < x < 30 nm, both between y = 40 and 80 nm. The dielectric has relative permittivity κ = 2.7, except for a cap with κ = 5.0 between y = 80 and 90 nm. Metal planes at y = 0 and 130 nm, side walls at x = ±70 nm and the neighbouring lines, which fill 50 < |x| < 70 nm at the same height as A and B, are grounded together and form electrode G. Line A is at 0 V and line B at 1 V.

An electron leaves A and moves along +x towards B. The average field has magnitude 1 V/20 nm = 0.50 MV/cm. With a chosen trap-limited mobility of 10⁻⁶ cm²/(V s), the mean speed is

v = 10⁻⁶ × 5.0 × 10⁵ = 0.50 cm/s,

and the crossing takes 20 nm/(0.50 cm/s) = 4.0 μs. This speed is held constant along the path and is the same for both paths considered below. Since q = −e,

I_k = e v ∂ψ_k/∂x, with ev = 801 fA nm.

If A and B were wide plates, the slope for B would be 1/20 nm⁻¹ and its current 801/20 = 40 fA.

The weighting potentials were computed by the finite-volume method on a square mesh of 0.5 nm. The charge induced by the electron on electrode k is +eψ_k. At mid-height, y = 60 nm, and halfway across, A and B each hold 0.495e and G holds 0.010e. The currents are −40.0 fA into A, +40.0 fA into B and zero into G. At this depth in the gap the two lines behave nearly as parallel plates.

On a path 2 nm below the cap, at y = 78 nm, the third electrode is more visible. The currents in fA are:

x = −5 nm: A −40.2, B +35.5, G +4.7
x = 0 nm: A −34.6, B +34.6, G 0
x = +5 nm: A −35.5, B +40.2, G −4.7

In the first row, for example, the computed slope of ψ_B is 0.0443 nm⁻¹, and 801 × 0.0443 = 35.5 fA. To gauge the mesh error, the electron was also replaced by a line charge in a direct solution of Poisson's equation on a 1 nm mesh. At these three positions and at the centre of the gap, the slopes of the induced charge differed from those of ψ_A and ψ_B by at most 0.00022 nm⁻¹, which corresponds to 0.2 fA. The last digit of the currents in the table, and of the 0.067e quoted next, is therefore uncertain.

The current into G changes sign halfway. Reflection in the plane x = 0 exchanges A and B but leaves G unchanged, so ψ_G is an even function of x and its slope is odd. Along this path the charge held on G rises from zero at A to 0.067e in the middle and returns to zero at B. The lead of G therefore carries current during the crossing, while its net charge is zero. An instrument that integrates over the whole crossing does not see it.

The weaker coupling to G at mid-height follows from screening by the two lines. Inside the gap, of width s, ψ_G vanishes on both side walls, and the slowest-decaying solution that enters from the top is cos(πx/s) exp(−πh/s), where h is the depth below the line tops. Between h = 2 and 20 nm it falls by the factor exp(−18π/20) = 0.06. If this solution alone is kept, the 0.067 found near the top becomes about 0.004. The computed value is 0.010, and the remainder enters mainly through the open bottom of the gap.

The current into B below the cap also has to average 40 fA over the full crossing, because ψ_B rises from 0 to 1 whatever its shape. The values of 35.5 and 34.6 fA must be made up elsewhere on the path, and they are: the table shows the current back at about 40 fA when the electron is 5 nm from B, and it rises to about 50 fA at 2 nm from B.

These parameters are meant to resemble copper lines in a carbon-doped oxide under a silicon carbonitride cap. The permittivities and dimensions are rough typical values, and the field is about a tenth of a rough breakdown field of 5 MV/cm. The mobility is the least certain input. Suppose it comes from hops of 2 nm out of traps with an attempt rate of 10¹³ s⁻¹ at 378 K, the barrier being lowered in the Poole–Frenkel manner by √[e³F/(πε₀κ_opt)], where F is the field and κ_opt = 2.0. A speed of 0.50 cm/s then implies traps 0.87 eV deep. In that picture the speed would be far from constant. Below the cap the applied field varies from 0.43 to 0.64 MV/cm for |x| ≤ 8 nm, which changes the hopping rate by a factor of about 12. This is probably too large, because the formula describes an isolated trap: at 0.50 MV/cm its barrier top lies 3.8 nm from the trap, beyond a hop of 2 nm. If the barrier top is instead midway along the hop, the lowering is eF times 1 nm, the implied depth is about 0.55 eV and the rate changes by a factor of about 2. The mean current into B at a given position would then vary along the path by the factor for the rate times the variation of the weighting field, about 1.5, giving roughly 18 or 3 in the two pictures, while the charge delivered by a complete crossing would stay the same.

The image force adds to this variation. The image field of an electron at a distance b from one flat metal face is e/(16πε₀κb²), or 0.33 MV/cm at b = 2 nm, which is two thirds of the average applied field. It alters v but leaves E_k unchanged. Diffusion matters as well: with the Einstein relation, the spread √(2Dt) over 4.0 μs is 5 nm, a quarter of the gap. That relation holds at low field; for hops of 2 nm, each with an energy drop of about three times the thermal energy, the spread is nearer 7 nm.

A single electron does not produce the smooth current given above. With hops of 2 nm it advances by one net hop every 0.4 μs on average, and a forward hop transfers (2/20)e = 0.1e through the lead of B when averaged over the path. The 40 fA is the charge e divided by the mean crossing time. Because the crossing times scatter, the current averaged over many electrons, each timed from its own release, does not stop abruptly at 4 μs but fades gradually around that time. How sharp a pulse appears outside depends on the circuit. The computed capacitance of line B is 0.186 fF/μm, so a line 10 μm long has 1.86 fF, and a 10 kΩ driver gives a time constant of 19 ps. On shorter times the line is not held at a fixed potential, and the term in dV_j/dt must be kept. If the driver of B did not respond at all while the other conductors stayed at fixed potentials, a charge e would shift the line by e/(1.86 fF) = 0.09 mV, which is small beside 1 V.

The assumption of a lossless dielectric also sets a limit on time. In a medium of resistivity ρ_R, free charge relaxes in a time ρ_Rε₀κ. For a rough value of 10¹⁴ Ω cm this is 24 s, far longer than the crossing. In a film so leaky that the two times were comparable, the charge on the electrodes would depend on the earlier positions of the carrier as well as the present one. The electrodes would also exchange charge with the film, so the step I_k = dQ_k/dt would fail and the derivation above would not apply as it stands. If the ratio of conductivity to permittivity is the same everywhere, the carrier's part of the lead current is still q v·E_k; where that ratio varies, as it can in a layered film, the current is modified. At the other extreme, at κ = 2.7 light needs 0.8 fs to cross the 140 nm section and 55 fs to run along a 10 μm line, so retardation is negligible for changes much slower than the longer of these times. The derivation also needs each line to be at one potential along its length, and this sets a longer limit. With the bulk resistivity of copper, 1.7 × 10⁻⁸ Ω m, a 10 μm line has a resistance of about 210 Ω, which together with its 1.86 fF gives 0.4 ps. In so narrow a line the resistivity, and with it this time, is larger.

Geometry acts on the weighting field directly. Between nearly parallel faces E_k is close to 1/s, so an error of 1 nm in the 20 nm gap changes the current by about 5% at a given speed. At a given voltage the driving field changes by a similar fraction, and with it the speed, even if the mobility is held fixed. The mean current during a crossing therefore reflects the geometry and the transport together, whereas the total charge depends on neither the route nor the speed between the same two electrodes.
